**Stochastic density from the square root of the Fermi occupation matrix**

The program tests \(n(r)=2\,\mathrm E[|(\sqrt{f(h)}\,\chi)(r)|^2]\), where \(h\) is a fixed one-electron Hamiltonian, \(f(h)\) its Fermi–Dirac occupation matrix and \(\chi\) a random-sign orbital. On a single well with 12 grid points, it enumerates all 4096 sign vectors and asserts the means of the squared and direct estimators, their variances, and the variance of the electron number. On a ring of ten wells with 20 electrons, it compares a Chebyshev-filtered average over 4000 orbitals with the density from diagonalization. It also asserts the errors of block averages within statistical tolerances, the electrons lost by the filter \(f\), the decay rates of the Chebyshev coefficients and the behavior under grid refinement. The output shows that about 39 per cent of the direct estimator's values are negative, whereas the squared estimator is nonnegative by construction. Using \(f\) in place of \(\sqrt f\) loses 2.31 of the 20 electrons. First-order Methfessel–Paxton occupations reach \(-0.0355\), so they admit no such filter.

## Program and output

```python
"""Stochastic density of a fixed one-electron Hamiltonian h (atomic units).

Result under test: n(r) = 2 E[ |(sqrt(f(h)) chi)(r)|^2 ],
  f(h)  Fermi-Dirac occupation matrix with chemical potential mu and width kT,
  chi   random orbital, chi(r) = s(r)/sqrt(dx) with independent signs s = +1 or -1,
  n(r)  density with two electrons per spatial orbital.
'Squared' estimator: 2 |sqrt(f) chi|^2.  'Direct' estimator: 2 chi (f chi).
Model: ring of equal wells v(x) = -depth cos^2(pi x / period), 3-point kinetic energy.
"""
import numpy as np
from scipy.integrate import quad
from scipy.optimize import brentq, minimize_scalar
from scipy.special import erfc, expit

PERIOD, DEPTH, KT = 6.0, 1.0, 0.1
CELLS, POINTS, ELECTRONS = 10, 12, 20
DEGREE, LOW_DEGREE, SAMPLES = 240, 20, 4000


def hamiltonian(cells, points):
    dx = PERIOD / points
    size = cells * points
    x = dx * np.arange(size)
    eye = np.eye(size)
    hop = np.roll(eye, 1, axis=0) + np.roll(eye, -1, axis=0)
    potential = -DEPTH * np.cos(np.pi * x / PERIOD) ** 2
    return np.diag(potential) + (eye - 0.5 * hop) / dx**2, dx


def occupation(energy, mu):
    return expit(-(energy - mu) / KT)


def root_occupation(energy, mu):
    return np.exp(-0.5 * np.logaddexp(0.0, (energy - mu) / KT))


def matrix_function(eigenvalues, vectors, values):
    return (vectors * values) @ vectors.T


def chebyshev_coefficients(function, center, half_width, degree):
    nodes = 1024
    theta = (np.arange(nodes) + 0.5) * np.pi / nodes
    values = function(center + half_width * np.cos(theta))
    coef = 2.0 / nodes * np.cos(np.outer(np.arange(degree + 1), theta)) @ values
    coef[0] *= 0.5
    return coef


def apply_series(h, coef, center, half_width, block):
    """Chebyshev series of h acting on the columns of block, no diagonalization."""
    scaled = (h - center * np.eye(len(h))) / half_width
    previous, current = block, scaled @ block
    total = coef[0] * previous + coef[1] * current
    for c in coef[2:]:
        previous, current = current, 2.0 * (scaled @ current) - previous
        total += c * current
    return total


def variance_formulas(f, g, dx):
    diag = np.diag(f)
    squared = (2 / dx) ** 2 * 2 * (diag**2 - np.sum(g**4, axis=1))
    direct = (2 / dx) ** 2 * (np.sum(f**2, axis=1) - diag**2)
    number = 8 * (np.sum(f**2) - np.sum(diag**2))
    return squared, direct, number


# Reference: diagonalization of the ten-well ring
h, dx = hamiltonian(CELLS, POINTS)
eps, phi = np.linalg.eigh(h)
mu = brentq(lambda m: 2 * occupation(eps, m).sum() - ELECTRONS, -2.0, 1.0,
            xtol=1e-13)
occ = occupation(eps, mu)
density = 2 * (phi**2 @ occ) / dx
f_matrix = matrix_function(eps, phi, occ)
g_matrix = matrix_function(eps, phi, np.sqrt(occ))

# Chebyshev filter on an interval that contains the whole spectrum
low, high = -DEPTH, 2 / dx**2
center, half = (high + low) / 2, (high - low) / 2
assert low <= eps[0] and eps[-1] <= high
coef_root = chebyshev_coefficients(lambda e: root_occupation(e, mu),
                                   center, half, DEGREE)
coef_f = chebyshev_coefficients(lambda e: occupation(e, mu), center, half, DEGREE)

# Complete enumeration of all sign vectors on one well: exact means and variances
h1, dx1 = hamiltonian(1, POINTS)
eps1, phi1 = np.linalg.eigh(h1)
f1 = matrix_function(eps1, phi1, occupation(eps1, mu))
g1 = matrix_function(eps1, phi1, np.sqrt(occupation(eps1, mu)))
density1 = 2 * (phi1**2 @ occupation(eps1, mu)) / dx1
bits = (np.arange(2**POINTS)[:, None] >> np.arange(POINTS)) & 1
all_signs = (2.0 * bits - 1.0).T
squared1 = 2 * apply_series(h1, coef_root, center, half, all_signs) ** 2 / dx1
direct1 = 2 * all_signs * (f1 @ all_signs) / dx1
wrong1 = 2 * (f1 @ all_signs) ** 2 / dx1
enumeration_error = np.max(np.abs(squared1.mean(axis=1) - density1))
assert enumeration_error < 1e-9
assert np.allclose(direct1.mean(axis=1), density1, atol=1e-9)
wrong_density1 = 2 * (phi1**2 @ occupation(eps1, mu) ** 2) / dx1
assert np.allclose(wrong1.mean(axis=1), wrong_density1, atol=1e-9)
assert np.max(np.abs(wrong_density1 - density1)) > 1e-3
var_sq1, var_dir1, var_num1 = variance_formulas(f1, g1, dx1)
assert np.allclose(squared1.var(axis=1), var_sq1, rtol=1e-7, atol=1e-9)
assert np.allclose(direct1.var(axis=1), var_dir1, rtol=1e-7, atol=1e-9)
assert np.isclose((dx1 * squared1.sum(axis=0)).var(), var_num1, rtol=1e-7)

# Random sampling on the ten-well ring
rng = np.random.default_rng(7)
signs = rng.choice([-1.0, 1.0], size=(len(h), SAMPLES))
squared = 2 * apply_series(h, coef_root, center, half, signs) ** 2 / dx
direct = 2 * signs * (f_matrix @ signs) / dx
var_sq, var_dir, var_num = variance_formulas(f_matrix, g_matrix, dx)
mean_density = squared.mean(axis=1)
standard_error = np.sqrt(var_sq / SAMPLES)
assert np.max(np.abs(mean_density - density) / standard_error) < 5
# both estimators carry the same electron number in every single sample
assert np.allclose(dx * squared.sum(axis=0), dx * direct.sum(axis=0), atol=1e-8)
negative_fraction = np.mean(direct < 0)
assert negative_fraction > 0.2
# measured errors of block averages against the predicted law; the tolerances
# are several statistical standard deviations of the measured values
block_results = []
for size, tolerance in ((40, 0.12), (400, 0.35)):
    row = [size]
    for data, variance in ((squared, var_sq), (direct, var_dir)):
        averages = data.reshape(len(h), -1, size).mean(axis=2)
        measured = np.sqrt(np.mean((averages - density[:, None]) ** 2))
        predicted = np.sqrt(variance.mean() / size)
        assert abs(measured / predicted - 1) < tolerance
        row += [measured, predicted]
    block_results.append(row)

# Electrons lost when f is used as the filter in place of sqrt(f)
number_wrong = dx * np.sum(2 * np.sum(f_matrix**2, axis=1) / dx)
assert np.isclose(ELECTRONS - number_wrong, 2 * np.sum(occ * (1 - occ)), atol=1e-8)

# Decay of both Chebyshev series against the singularity at mu + i pi kT
z0 = (mu - center + 1j * np.pi * KT) / half
root = np.sqrt(z0 * z0 - 1)
rate = np.log(max(abs(z0 + root), abs(z0 - root)))
k = np.arange(DEGREE + 1)


def measured_rate(coef):
    return np.log(np.max(np.abs(coef[40:70])) / np.max(np.abs(coef[140:170]))) / 100


rate_f = measured_rate(coef_f)
rate_root = measured_rate(coef_root * np.sqrt(k))  # branch point adds k^(-1/2)
assert abs(rate_f / rate - 1) < 0.1 and abs(rate_root / rate - 1) < 0.1

# Short series: occupations implied on the actual eigenvalues
scaled_eps = (eps - center) / half
short_f = np.polynomial.chebyshev.chebval(scaled_eps, coef_f[:LOW_DEGREE + 1])
short_root = np.polynomial.chebyshev.chebval(scaled_eps, coef_root[:LOW_DEGREE + 1])
assert short_f.min() < -1e-3

# Grid refinement at fixed mu, relative deviation of one sample at a well center
refinement = []
for points in (12, 24, 48):
    hr, dxr = hamiltonian(CELLS, points)
    er, pr = np.linalg.eigh(hr)
    fr = matrix_function(er, pr, occupation(er, mu))
    gr = matrix_function(er, pr, root_occupation(er, mu))
    vs, vd, _ = variance_formulas(fr, gr, dxr)
    nr = 2 * fr[0, 0] / dxr
    refinement.append((dxr, np.sqrt(vs[0]) / nr, np.sqrt(vd[0]) / nr))
gap_to_limit = [2 - row[1] ** 2 for row in refinement]
assert abs(gap_to_limit[1] / gap_to_limit[2] - 2) < 0.2
growth = (refinement[2][2] ** 2 + 1) / (refinement[1][2] ** 2 + 1)
assert abs(growth - 2) < 0.1

# First-order Methfessel-Paxton occupation, t = (energy - mu)/width


def mp_occupation(t):
    return 0.5 * erfc(t) - t * np.exp(-t * t) / (2 * np.sqrt(np.pi))


def mp_delta(t):
    return (1.5 - t * t) * np.exp(-t * t) / np.sqrt(np.pi)


for t in (-0.7, 0.4, 1.3):
    assert abs(quad(mp_delta, t, 12.0)[0] - mp_occupation(t)) < 1e-7
mp = minimize_scalar(mp_occupation, bounds=(0.5, 3.0), method="bounded")
assert mp.fun < 0 and abs(mp.x - np.sqrt(1.5)) < 1e-3

well, barrier = 0, POINTS // 2
print(f"wells {CELLS}, period {PERIOD} bohr, depth {DEPTH} hartree")
print(f"grid points {len(h)}, spacing {dx} bohr, kT {KT} hartree")
print(f"electrons {ELECTRONS}, chemical potential {mu:.5f} hartree")
print(f"levels {CELLS} and {CELLS + 1}: {eps[CELLS-1]:.5f}, {eps[CELLS]:.5f} hartree")
print(f"their occupations: {occ[CELLS-1]:.5f}, {occ[CELLS]:.5f}")
print(f"enumeration: {all_signs.shape[1]} sign vectors on {POINTS} points")
print(f"enumeration: largest density error {enumeration_error:.1e} 1/bohr")
print(f"random orbitals {SAMPLES}, Chebyshev degree {DEGREE}")
for name, j in (("well center", well), ("barrier top", barrier)):
    print(f"{name}: reference density {density[j]:.5f} 1/bohr")
    print(f"  f_rr {f_matrix[j, j]:.5f}")
    print(f"  stochastic mean {mean_density[j]:.5f}, "
          f"standard error {standard_error[j]:.5f} 1/bohr")
    print(f"  one-sample deviation: squared {np.sqrt(var_sq[j]):.4f}, "
          f"direct {np.sqrt(var_dir[j]):.4f} 1/bohr")
    print(f"  first sample: squared {squared[j, 0]:.4f}, "
          f"direct {direct[j, 0]:.4f} 1/bohr")
print(f"first sample, lowest value on grid: squared {squared[:, 0].min():.2e}, "
      f"direct {direct[:, 0].min():.4f} 1/bohr")
print(f"direct estimator: negative fraction of values {negative_fraction:.4f}")
for size, ms, ps, md, pd in block_results:
    print(f"rms error, {size} orbitals, squared: measured {ms:.4f}, "
          f"predicted {ps:.4f} 1/bohr")
    print(f"rms error, {size} orbitals, direct: measured {md:.4f}, "
          f"predicted {pd:.4f} 1/bohr")
print(f"electron number in first sample {dx * squared[:, 0].sum():.4f}")
print(f"one-sample deviation of electron number {np.sqrt(var_num):.4f}")
print(f"electron number with filter f instead of sqrt(f) {number_wrong:.4f}")
print(f"electrons lost by filter f {ELECTRONS - number_wrong:.4f}")
print(f"Chebyshev decay rate per degree: from singularity {rate:.4f}")
print(f"  measured for f {rate_f:.4f}, for sqrt(f) {rate_root:.4f}")
print(f"degree {LOW_DEGREE} series of f: lowest occupation {short_f.min():.4f}")
print(f"degree {LOW_DEGREE} series of f: electron number {2 * short_f.sum():.4f}")
print(f"degree {LOW_DEGREE} series of sqrt(f), squared: electron number "
      f"{2 * np.sum(short_root**2):.4f}")
for spacing, rs, rd in refinement:
    print(f"spacing {spacing:.3f} bohr, relative deviation at well center: "
          f"squared {rs:.4f}, direct {rd:.4f}")
print(f"Methfessel-Paxton order 1: lowest occupation {mp.fun:.4f} "
      f"at (energy-mu)/width {mp.x:.4f}")
print("tests ok")
```

Output:

```
wells 10, period 6.0 bohr, depth 1.0 hartree
grid points 120, spacing 0.5 bohr, kT 0.1 hartree
electrons 20, chemical potential -0.39988 hartree
levels 10 and 11: -0.66131, -0.18843 hartree
their occupations: 0.93178, 0.10770
enumeration: 4096 sign vectors on 12 points
enumeration: largest density error 2.0e-14 1/bohr
random orbitals 4000, Chebyshev degree 240
well center: reference density 0.84501 1/bohr
  f_rr 0.21125
  stochastic mean 0.86698, standard error 0.01731 1/bohr
  one-sample deviation: squared 1.0947, direct 1.5656 1/bohr
  first sample: squared 1.0216, direct 1.9883 1/bohr
barrier top: reference density 0.03324 1/bohr
  f_rr 0.00831
  stochastic mean 0.03269, standard error 0.00071 1/bohr
  one-sample deviation: squared 0.0451, direct 0.2560 1/bohr
  first sample: squared 0.1790, direct 0.6698 1/bohr
first sample, lowest value on grid: squared 4.24e-05, direct -3.0767 1/bohr
direct estimator: negative fraction of values 0.3864
rms error, 40 orbitals, squared: measured 0.0869, predicted 0.0900 1/bohr
rms error, 40 orbitals, direct: measured 0.1532, predicted 0.1571 1/bohr
rms error, 400 orbitals, squared: measured 0.0225, predicted 0.0284 1/bohr
rms error, 400 orbitals, direct: measured 0.0460, predicted 0.0497 1/bohr
electron number in first sample 42.8593
one-sample deviation of electron number 7.6939
electron number with filter f instead of sqrt(f) 17.6894
electrons lost by filter f 2.3106
Chebyshev decay rate per degree: from singularity 0.1358
  measured for f 0.1357, for sqrt(f) 0.1350
degree 20 series of f: lowest occupation -0.0175
degree 20 series of f: electron number 20.2757
degree 20 series of sqrt(f), squared: electron number 20.5403
spacing 0.500 bohr, relative deviation at well center: squared 1.2955, direct 1.8527
spacing 0.250 bohr, relative deviation at well center: squared 1.3569, direct 2.8243
spacing 0.125 bohr, relative deviation at well center: squared 1.3859, direct 4.1240
Methfessel-Paxton order 1: lowest occupation -0.0355 at (energy-mu)/width 1.2247
tests ok
```
